# Makov-Payne Correction for Charged Cubic Supercells and Its Failure under Screening

## 1. One ion in a neutral sphere

Replace the cubic cell, for a moment, by a sphere of the same volume. Put a spherical ion of net charge $q$ at its centre and fill the sphere with a uniform background of total charge $-q$. How much does the background change the ion's energy?

Hartree atomic units are used. The cube has side $L$ and volume $V=L^3$; the sphere has radius $a$ with $4\pi a^3/3=V$. The ion has charge density $\rho$, in which nuclei count positively and electrons negatively. Its second radial moment is

$$Q=\int \rho(\mathbf r)\,r^2\,d^3r .$$

By Gauss's law the background field is $-qr/a^3$ inside the sphere, and the background potential at the surface is $-q/a$. Integrating inward from the surface,

$$\phi_b(r)=-\frac qa-\frac{q(a^2-r^2)}{2a^3}=-\frac{3q}{2a}+\frac{q\,r^2}{2a^3}.$$

The ion-background energy is $\int\rho\phi_b=-3q^2/(2a)+qQ/(2a^3)$. For the background's self-energy we need the mean of $r^2$ over the sphere, $3a^2/5$. The mean of $\phi_b$ is then $-6q/(5a)$, and the self-energy is $\tfrac12(-q)(-6q/5a)=3q^2/(5a)$. Adding,

$$E_{\rm sphere}-E_{\rm iso}=-\frac{9q^2}{10a}+\frac{qQ}{2a^3}
=-\frac{\alpha_s q^2}{2L}+\frac{2\pi qQ}{3L^3},$$

where $\alpha_s=\tfrac95(4\pi/3)^{1/3}$, because $L/a=(4\pi/3)^{1/3}$ and $1/a^3=4\pi/(3V)$. Since $1.6^3\approx4\pi/3$, $\alpha_s\approx1.8\times1.6\approx2.9$.

Both terms have a plain meaning. The first is the attraction between the ion and its compensating background, less the background's self-repulsion. The second arises because the background potential is curved, so an extended ion samples it away from the centre. Neutral spherical cells exert no forces on each other, but spheres do not fill space. The cube must correct the constant $\alpha_s$; whether it changes the second term has to be found out.

## 2. The cubic lattice

Now repeat $\rho$ on a simple cubic lattice with background $-q/V$, and set the cell average of the potential to zero. The potential of a unit point charge with its images and background is

$$\varphi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad
\nabla^2\varphi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].$$

The energy per cell is $E_{\rm per}=\tfrac12\iint\rho\rho'\varphi(\mathbf r-\mathbf r')$ plus the non-electrostatic terms. The background needs no separate term: its density is constant and the mean potential is zero.

Subtract the direct interaction by defining $\psi=\varphi-1/r$. For $r<L$ this function is regular and obeys $\nabla^2\psi=4\pi/V$. Since $\nabla^2r^2=6$, the difference $\psi-2\pi r^2/(3V)$ is harmonic and can be expanded in regular harmonic polynomials. Cubic symmetry selects them:

- Inversion removes all odd degrees.
- A quadratic form must have no cross terms, by reflection, and equal diagonal terms, by permutation of axes. Being harmonic it is also traceless, so it vanishes.
- A quartic must be a combination of $x^4+y^4+z^4$ and $r^4$. Their Laplacians are $12r^2$ and $20r^2$, so the harmonic combination is $K_4=x^4+y^4+z^4-\tfrac35r^4$.

Lengths scale with $L$ and the potential with $1/L$, which gives

$$\psi(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\frac{C_4K_4(\mathbf r)}{L^5}+O(L^{-7}).$$

The quadratic term is the same as in the sphere. The cube differs from the sphere only in $\alpha$ and in the quartic and higher terms. In a cell without cubic symmetry the quadratic term can change as well, because symmetry no longer removes its traceless part.

**The constant.** Split $1/G^2$ into $e^{-G^2/4\eta^2}/G^2$ and the rest. The rest, times $4\pi$, is the Fourier transform of $\operatorname{erfc}(\eta r)/r$, whose value at $G=0$ is $\pi/\eta^2$. Poisson summation turns it into a direct-lattice sum, from which the absent $G=0$ term must be subtracted. At the origin, the $\mathbf R=0$ term minus $1/r$ is $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. For $L=1$,

$$-\alpha=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}+4\pi\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2}.$$

The left side does not depend on $\eta$. Splittings 1.8 and 2.4 both give $\alpha=2.83729748$, close to the estimate from the sphere.

## 3. From the kernel to the energy

Assume that densities in different cells do not overlap, so that no exchange or kinetic terms connect them, and keep $\rho$ fixed. Assume also that only the classical electrostatic energy uses the periodic kernel $\varphi$; exchange and correlation are taken to be the same as for the isolated system. Then

$$E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

Point nuclei cause no difficulty: their infinite self-energy belongs to $1/r$, which has been removed, while $\psi(0)$ is finite.

The constant in $\psi$ gives $-\alpha q^2/(2L)$. For the quadratic term, let $\mathbf p=\int\rho\,\mathbf r$ be the dipole and expand $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$:

$$\iint\rho\rho'|\mathbf r-\mathbf r'|^2=qQ+qQ-2p^2=2(qQ-p^2).$$

Multiplying by $\tfrac12\cdot2\pi/(3L^3)$ and solving for the isolated energy gives

$$\boxed{E_{\rm iso}=E_{\rm per}+\frac{\alpha q^2}{2L}-\frac{2\pi(qQ-p^2)}{3L^3}+O(L^{-5})}$$

With $\mathbf p=0$ this is the Makov-Payne correction. The sign of the last term depends on the convention for $Q$. For an atomic cation with its nucleus at the origin, the electrons make $Q$ negative, so $qQ<0$ and both corrections raise the energy. For an atomic anion $qQ>0$, and the two terms oppose each other.

**Check on the origin.** Moving the origin by $\mathbf d$ changes $\mathbf p$ to $\mathbf p-q\mathbf d$ and $Q$ to $Q-2\mathbf d\cdot\mathbf p+qd^2$. In $qQ-p^2$ the added terms $-2q\mathbf d\cdot\mathbf p+q^2d^2$ and $+2q\mathbf d\cdot\mathbf p-q^2d^2$ cancel. $Q$ alone has no such invariance when $q$ or $\mathbf p$ is nonzero.

**Spherical limit.** For one spherical centre, the distribution of separations $\mathbf r-\mathbf r'$ is spherical too. The average of a harmonic function over a sphere is its value at the centre, so $K_4$ and all higher harmonic terms drop out. What remains beyond the two corrections is overlap between cells.

**A nonspherical case.** In general the next term in $E_{\rm per}-E_{\rm iso}$ is $C_4M_4/(2L^5)$, with $M_4=\iint\rho\rho'K_4(\mathbf r-\mathbf r')$. To find $C_4$, expand the potentials of the image charges along the $x$ axis, where $K_4=\tfrac25x^4$. With $P_4$ the Legendre polynomial and $\mathbf n$ an integer vector,

$$C_4=\frac52\sum_{\mathbf n\ne0}\frac{P_4(n_x/n)}{n^5}=7.771 .$$

A cluster of three Gaussian charges has $q=1$, $Q=-0.6950$, $p^2=2.2657$ and $M_4=-8.1609$. At $L=32$ bohr the predicted remainder is $7.771\times(-8.1609)/(2\times32^5)=-9.45\times10^{-7}$ hartree. The direct reciprocal sum, less the isolated energy and the two leading terms, gives the same to three digits. Between $L=16$ and 32 bohr the remainder falls with power 5.002. Leaving out $p^2$ would have caused an error of $2\pi\times2.2657/(3\times32^3)\approx1.4\times10^{-4}$ hartree, far above this remainder.

## 4. Letting the ion respond

The density was held fixed. In a self-consistent calculation the electrons feel the images and deform. For a spherical ion, the position-dependent part of the added energy per electron is, to order $L^{-3}$, $\lambda r^2$ with $\lambda=-2\pi q/(3L^3)$. For a cation $\lambda<0$, and $\lambda r^2$ falls without limit far from the ion, where it no longer describes the cell. The expansion therefore applies to the state that stays localized on the ion. If that state is nondegenerate,

$$E(\lambda)=E(0)+\lambda\langle r^2\rangle_0-\tfrac12\chi\lambda^2+\cdots,$$

where $\langle r^2\rangle_0$ is summed over the electrons of the undisturbed ion and $\chi>0$ is its response to this potential. The linear term is already in the correction, since $\langle r^2\rangle_0=-Q$. Relaxation adds $-\tfrac12\chi\lambda^2\propto L^{-6}$. Taking $Q$ from the relaxed density changes it by $O(L^{-3})$ and the correction again by $O(L^{-6})$. The polarizability of an isolated ion therefore does not spoil the formula.

**Ga⁺ in vacuum.** This closed-shell cation is treated by nonrelativistic restricted Hartree-Fock in the def2-TZVP basis. Correlation and relativity are left out, and no correction is made for the finite basis. The density matrix gives $Q=-25.37049$. The digits belong to this basis: def2-QZVP with added diffuse functions gives $Q=-25.235$, which lowers the second-moment term below by $3.5\times10^{-5}$ hartree and leaves the total at 2.11 eV. At $L=20$ bohr,

$$\frac{\alpha q^2}{2L}=\frac{2.837297}{40}=0.0709324\ \text{hartree},$$

$$-\frac{2\pi qQ}{3L^3}=\frac{2\pi\times25.37049}{3\times8000}=0.0066420\ \text{hartree}.$$

Their sum is 0.0775744 hartree, or 2.11 eV. The shift $E_{\rm per}-E_{\rm iso}$ was also found without the expansion, from the form factor of the frozen ion, as a reciprocal sum minus the corresponding integral:

| $L$ (bohr) | direct shift (hartree) | error after leading term (hartree) |
|---:|---:|---:|
| 16 | −0.1016382 | −0.0129726 |
| 20 | −0.0775744 | −0.0066420 |
| 30 | −0.0492563 | −0.0019680 |

With the second-moment term added, the formula and the direct calculation agree to $2.3\times10^{-9}$ hartree at 16 bohr and to better than $10^{-12}$ hartree in the two larger cells. The residual at 16 bohr comes from the damping used to handle the point nucleus in the sum; with weaker damping it falls to about $10^{-10}$ hartree. This is the spherical limit at work, and it measures the electrostatic correction for a given density, not the accuracy of Hartree-Fock theory.

Repeating the self-consistent calculation with $\lambda r^2$ gives relaxation energies of $-6.36\times10^{-6}$ hartree at 20 bohr and $-9.90\times10^{-8}$ hartree at 40 bohr, a decay power of 6.006. A larger basis makes both values about 5% larger in magnitude. In a self-consistent cell of 20 bohr, relaxation thus contributes an error of order $10^{-5}$ hartree. It is not the only error if exact exchange is also evaluated with the periodic kernel at the $\Gamma$ point. The exchange energy then has its own $1/L$ term, and once that is removed there remains $-4\pi\Omega/(3L^3)$, with $\Omega=\sum_i\langle i|r^2|i\rangle-\sum_{ij}|\langle i|\mathbf r|j\rangle|^2$ over the doubly occupied orbitals. For Ga⁺, $\Omega\approx9.7$ bohr², so this is $-0.005$ hartree at 20 bohr, and the boxed formula does not contain it.

## 5. Filling the cell with a polarizable host

Now the space between the charges is a solid. Its polarizable volume grows with the cell, so the argument of Section 4 no longer applies. Take a fixed spherical defect charge $\rho$ in a host with linear, isotropic response, without local fields. The energy is half the defect charge times the total potential, so $1/k^2$ is replaced by $1/[\varepsilon(k)k^2]$, both in the supercell and in the infinite host. Let

$$\frac1{\varepsilon(k)}=\frac1{\varepsilon_0}+bk^2+\cdots,\qquad \rho(k)=q-\frac{Qk^2}{6}+\cdots .$$

The function that matters is

$$S(k)=\frac{|\rho(k)|^2}{\varepsilon(k)}=S_0+S_2k^2+\cdots,\quad S_0=\frac{q^2}{\varepsilon_0},\quad S_2=bq^2-\frac{qQ}{3\varepsilon_0}.$$

To compare sum and integral, write $S=S_0e^{-\tau k^2}+k^2T(k)$ with any $\tau>0$, so that $T(0)=S_2+\tau S_0$.

The first part is the vacuum problem of a Gaussian charge with $q^2=S_0$ and $qQ/3=\tau S_0$. Section 3 gives its shift as $-\alpha S_0/(2L)+2\pi\tau S_0/V$. In the second part $k^2$ cancels, leaving

$$2\pi\Big[\frac1V\sum_{\mathbf G\ne0}T(G)-\int\frac{d^3k}{(2\pi)^3}T(k)\Big]\simeq-\frac{2\pi T(0)}{V}.$$

By Poisson summation the sum including $G=0$ equals the integral, apart from image terms. If $1/\varepsilon(k)$ is smooth at all $k$, these are small when $L$ is much longer than both the screening length and the width of the defect charge. The $\tau$ terms cancel in the total:

$$E_{\rm per}-E_{\rm inf}\simeq-\frac{\alpha q^2}{2\varepsilon_0L}+\frac{2\pi qQ}{3\varepsilon_0L^3}-\frac{2\pi bq^2}{L^3}.$$

Here $E_{\rm inf}$ is the energy of the single defect in the infinite host. For $\varepsilon=1$ we have $b=0$, and the vacuum result returns.

**An insulator.** Choose

$$\frac1{\varepsilon(k)}=\frac1{\varepsilon_0}+\Big(1-\frac1{\varepsilon_0}\Big)\frac{k^2}{k^2+\kappa^2},\qquad b=\frac{1-1/\varepsilon_0}{\kappa^2},$$

where $1/\kappa$ is the screening length. With $q=1$, $Q=3$, $\varepsilon_0=10$, $\kappa=1$ bohr⁻¹ and $L=20$ bohr, the uncorrected error is $-0.00772$ hartree. The bare Makov-Payne correction turns it into $+0.0624$ hartree, about eight times larger in magnitude. Dividing the whole correction by $\varepsilon_0$ leaves $-0.00071$ hartree, which is the missing $b$ term, $-2\pi\times0.9/8000$. That term also reverses the sign of the $L^{-3}$ shift, from $+7.9\times10^{-5}$ to $-6.3\times10^{-4}$ hartree.

**The metallic limit.** Let $1/\varepsilon_0=0$ in this model. The $1/L$ error vanishes, and the shift is $-2\pi q^2/(\kappa^2L^3)=-0.00079$ hartree for the same $L$ and $\kappa$. The bare correction would create an error of $+0.0694$ hartree where almost none existed. This model has no Fermi surface. With the Lindhard function, the singularity at $2k_F$ gives Friedel tails of order $R^{-3}$, so the image terms are also of order $L^{-3}$: for $r_s=4$ and $Q=3$ the shift oscillates by up to about 5% around $-2\pi bq^2/L^3$ for $L$ between 20 and 40 bohr.

**A cell that is too short.** In real space the second part of the model interaction is $(1-1/\varepsilon_0)e^{-\kappa r}/r$. Its images were dropped above. Return to the insulator with $\varepsilon_0=10$, and take a Gaussian defect charge with $q=1$ and $Q=3$. With $L=10$ bohr and $\kappa=0.2$ bohr⁻¹ the cell spans two screening lengths. The uncorrected error is $-0.0708$ hartree, and the screened formula leaves $+0.0841$ hartree, which is worse. Summing the omitted Yukawa images of the Gaussian defect charge gives 0.0841 hartree, so they account for the failure.

## 6. Which second moment?

One more error can enter through $Q$. Suppose it is taken from the total density difference in the supercell, including the host's response. The localized charge is then $q/\varepsilon_0$. The cell still holds $q$ in all, so $q(1-1/\varepsilon_0)$ is spread uniformly. The mean of $r^2$ over a cube is $3L^2/12=L^2/4$. The localized part has transform $\rho(k)/\varepsilon(k)$, and its second moment is $-6$ times the coefficient of $k^2$. Hence, for a cell much wider than the screening length,

$$Q_{\rm cell}\simeq q\Big(1-\frac1{\varepsilon_0}\Big)\frac{L^2}{4}+\frac{Q}{\varepsilon_0}-6bq .$$

For the insulator at $L=40$ bohr this is $360+0.3-5.4=354.9$, as the Fourier sum over the cell confirms. Inserted in the $L^{-3}$ term, it produces a false contribution proportional to $1/L$, here 0.33 of the leading term when both terms carry the same factor $1/\varepsilon_0$ or both lack it, that larger cells do not remove relative to that term. In this model $Q$ must be the moment of the defect charge itself.

The bare formula thus holds for a localized charge in vacuum, in a simple cubic cell without overlap, when only the classical electrostatic energy is periodic. If the charge is not spherical, it must also be small compared with the cell, so that the $L^{-5}$ term is negligible. The bare formula fails once a polarizable medium fills the space between images. The screened formula was derived for a spherical defect charge in a linear, isotropic host without local fields, and it needs a smooth $1/\varepsilon(k)$ and $\kappa L\gg1$. The constant $\varepsilon_0$ must describe the response allowed in the calculation: electrons alone if the ions are held fixed, electrons and ions if both relax. The numerical output below lists the values used here.

## Computed results

```
alpha, Ewald splitting 1.8: 2.83729748 (dimensionless)
alpha, Ewald splitting 2.4: 2.83729748 (dimensionless)
Cluster: q = 1.000 e, Q = -0.6950 e bohr^2, p^2 = 2.2657 e^2 bohr^2
Cubic coefficient C4: 7.7705 (dimensionless)
Cluster pair moment M4: -8.1609 e^2 bohr^4
Cluster remainder, L = 16 bohr: -3.0296e-05 hartree
Cluster remainder, L = 32 bohr: -9.4538e-07 hartree
Predicted L^-5 remainder, L = 32 bohr: -9.4495e-07 hartree
Observed decay power of remainder: 5.002
Ga+ RHF/def2-TZVP energy: -1923.019423 hartree
Ga+ electrons from radial quadrature: 30.0000000
Ga+ second moment Q: -25.37049 e bohr^2
Ga+ L = 16 bohr, direct shift: -0.1016382 hartree
  leading correction: 0.0886655 hartree
  L^-3 correction: 0.0129726 hartree
  error after leading term: -0.0129726 hartree
  error after both terms: -2.3e-09 hartree
Ga+ L = 20 bohr, direct shift: -0.0775744 hartree
  leading correction: 0.0709324 hartree
  L^-3 correction: 0.0066420 hartree
  error after leading term: -0.0066420 hartree
  error after both terms: -2.4e-13 hartree
  total correction: 2.1109 eV
Ga+ L = 30 bohr, direct shift: -0.0492563 hartree
  leading correction: 0.0472883 hartree
  L^-3 correction: 0.0019680 hartree
  error after leading term: -0.0019680 hartree
  error after both terms: 1.1e-13 hartree
Ga+ relaxation, L = 20 bohr: -6.361e-06 hartree
Ga+ relaxation, L = 40 bohr: -9.901e-08 hartree
Observed decay power of relaxation: 6.006
Host model: q = 1.0 e, s = 1.0 bohr, Q = 3.0 e bohr^2, kappa = 1.0 bohr^-1, L = 20 bohr
eps0 = 10: uncorrected error -0.0077216 hartree
  error after bare correction: 0.0624255 hartree
  error after correction/eps0: -0.0007069 hartree
  error after full screened formula: 7.6e-10 hartree
metal: uncorrected error -0.0007854 hartree
  error after bare correction: 0.0693616 hartree
  error after correction/eps0: -0.0007854 hartree
  error after full screened formula: 8.4e-10 hartree
eps0 = 10, L^-3 shift without b: 7.8540e-05 hartree
eps0 = 10, L^-3 shift with b: -6.2832e-04 hartree
Short cell: L = 10 bohr, kappa = 0.2 bohr^-1, eps0 = 10
  uncorrected error: -0.070790 hartree
  error after screened formula: 0.084140 hartree
  Yukawa image energy: 0.084140 hartree
Whole-cell Q, eps0 = 10, L = 40 bohr: 354.9000 e bohr^2
  false L^-3 term / leading term: 0.3275
```
